# Branch-point decay of density matrices and Wannier functions in one dimension: verification in Python

```python
"""
Result under test: for a filled lowest band in one dimension, the branch point
k0 = pi/a + i*kappa0 of the complex band gives, after N cells,
  density matrix  P ~ (-1)^N G(x,0) exp(-kappa0 N a) / sqrt(2 pi B N a)
  Wannier function w ~ (-1)^N sqrt(a) G(x,0) (N a)^(-3/4) exp(-kappa0 N a)
                       / (sqrt(G(0,0)) (2B)^(1/4) Gamma(1/4))
G = 1/(E-H) at the branch energy E0, B = -d2(kappa)/dE2 at E0, a = period.
Potential: -2 U cos(2 pi x/a) + 2 S sin(4 pi x/a); S = 0 has inversion symmetry.
Atomic units inside; eV and angstrom in the printout. P is per spin.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import expit, gamma

HARTREE = constants.value("Hartree energy in eV")
BOHR = constants.value("Bohr radius") * 1e10
KB = constants.value("Boltzmann constant in eV/K") / HARTREE

a = 2.5 / BOHR
U = 0.75 / HARTREE
S = 1.5 / HARTREE
RECIP = 2 * np.pi / a
WAVES = np.arange(-8, 8)


def transfer(energy, end, first, second=0.0, steps=1000):
    """Runge-Kutta transfer matrix from 0 to end: M11, M12, M21, M22."""
    energy = np.atleast_1d(energy)
    value = np.zeros((2,) + energy.shape, dtype=energy.dtype)
    slope = np.zeros_like(value)
    value[0] = 1
    slope[1] = 1
    h = end / steps
    points = np.linspace(0, end, 2 * steps + 1)
    pot = (-2 * first * np.cos(RECIP * points)
           + 2 * second * np.sin(2 * RECIP * points))
    for i in range(steps):
        q0, q1, q2 = (2 * (pot[2 * i + j] - energy) for j in range(3))
        v1, s1 = slope, q0 * value
        v2, s2 = slope + h / 2 * s1, q1 * (value + h / 2 * v1)
        v3, s3 = slope + h / 2 * s2, q1 * (value + h / 2 * v2)
        v4, s4 = slope + h * s3, q2 * (value + h * v3)
        value = value + h / 6 * (v1 + 2 * v2 + 2 * v3 + v4)
        slope = slope + h / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
    return value[0], value[1], slope[0], slope[1]


def trace_derivatives(energy, first, second=0.0):
    """Trace of the cell transfer matrix and its first two E derivatives,
    from Cauchy's formula on a small circle."""
    radius, count = 0.01, 16
    unit = np.exp(2j * np.pi * np.arange(count) / count)
    m11, _, _, m22 = transfer(energy + radius * unit, a, first, second)
    trace = m11 + m22
    return [float(np.mean(trace * unit**(-n)).real) * f / radius**n
            for n, f in ((0, 1), (1, 1), (2, 2))]


def hamiltonian(k, first, second=0.0):
    size = len(WAVES)
    pot = (-first * (np.eye(size, k=1) + np.eye(size, k=-1))
           + 1j * second * (np.eye(size, k=2) - np.eye(size, k=-2)))
    kinetic = (np.atleast_1d(k)[:, None] + RECIP * WAVES)**2 / 2
    return pot + kinetic[:, :, None] * np.eye(size)


def branch_point(first, second=0.0):
    """Band edges, branch energy, decay constant and curvature B."""
    edges = np.linalg.eigvalsh(hamiltonian(RECIP / 2, first, second))[0, :2]
    energy = edges.mean()
    for _ in range(6):
        _, d1, d2 = trace_derivatives(energy, first, second)
        energy -= d1 / d2
    d0, d1, d2 = trace_derivatives(energy, first, second)
    assert edges[0] < energy < edges[1] and abs(d1 / d2) < 1e-9
    kappa = np.arccosh(-d0 / 2) / a
    return edges, energy, kappa, d2 / (2 * a * np.sinh(kappa * a))


def decaying_factor(m11, m22):
    half = (m11 + m22) / 2
    root = np.sqrt(half**2 - 1 + 0j)
    big = np.where(abs(half + root) > abs(half - root),
                   half + root, half - root)
    return 1 / big


def green(energy, cells):
    """G(cells*a, 0; E) from the transfer matrix, and the decay per cell."""
    m11, m12, _, m22 = transfer(energy, a, U)
    lam = decaying_factor(m11, m22)
    return 2 * m12 / (lam - 1 / lam) * lam**cells, -np.log(abs(lam))


def bloch_line(shift, count):
    """Lowest-band coefficients on the line Im k = shift, with c.c = 1 and
    the Bloch function positive (real part) at x = 0."""
    k = RECIP * np.arange(count) / count + 1j * shift
    if shift == 0:
        c = np.linalg.eigh(hamiltonian(k.real, U))[1][:, :, 0]
    else:
        values, vectors = np.linalg.eig(hamiltonian(k, U))
        pick = np.argmin(values.real, axis=1)
        c = np.take_along_axis(vectors, pick[:, None, None], axis=2)[:, :, 0]
    c = c / np.sqrt(np.sum(c**2, axis=1) + 0j)[:, None]
    c = c * np.where(c.sum(axis=1).real > 0, 1, -1)[:, None]
    return k, c


def cell_phases(cells, count):
    turns = (np.asarray(cells)[:, None] * np.arange(count)) % count
    return np.exp(2j * np.pi * turns / count)


def bloch_sums(line, x, cells):
    """P(x+Na,0) and w(x+Na), each times exp(+shift*N*a)."""
    k, c = line
    at_x = np.sum(c * np.exp(1j * (k[:, None] + RECIP * WAVES) * x),
                  axis=1) / np.sqrt(a)
    at_0 = c.sum(axis=1) / np.sqrt(a)
    phase = cell_phases(cells, len(k))
    return ((phase @ (at_x * at_0)).real / len(k),
            (phase @ at_x).real / len(k))


def fitted_power(cells, scaled, step, terms):
    """Power p in scaled ~ N^(-p) (1 + c1 N^(-step) + ...)."""
    n = np.asarray(cells, float)
    columns = [-np.log(n)] + [(n / n[0])**(-step * j)
                              for j in range(terms + 1)]
    return np.linalg.lstsq(np.array(columns).T, np.log(abs(scaled)),
                           rcond=None)[0][0]


# Branch point and amplitudes from the transfer matrix
edges, E0, kappa0, B = branch_point(U)
m11, m12, _, m22 = (float(m[0]) for m in transfer(E0, a, U))
lam0 = -np.exp(-kappa0 * a)
G00 = m12 / np.sinh(kappa0 * a)


def evanescent(x):
    y1, y2, _, _ = transfer(E0, x, U)
    return float(y1[0] + (lam0 - m11) / m12 * y2[0])


node = brentq(evanescent, 0.01 * a, 0.99 * a, xtol=1e-13)
two_wave_kappa = U / (np.pi / a)
assert abs(two_wave_kappa / kappa0 - 1) < 0.02


def density_tail(cells, g, shift=0.0):
    length = np.asarray(cells) * a
    return g * np.exp(-(kappa0 - shift) * length) / np.sqrt(
        2 * np.pi * B * length)


def wannier_tail(cells, g, shift=0.0):
    length = np.asarray(cells) * a
    return (np.sqrt(a) * g / np.sqrt(G00) / (2 * B)**0.25 / gamma(0.25)
            * length**-0.75 * np.exp(-(kappa0 - shift) * length))


# Normalization of Bloch functions: |psi_k(0)|^2 = -2 M12 / (d trace/dE)
k_test = 0.3 * RECIP
val, vec = np.linalg.eigh(hamiltonian(k_test, U))
weight = abs(vec[0, :, 0].sum())**2 / a
slope_trace = trace_derivatives(val[0, 0], U)[1]
weight_formula = -2 * transfer(val[0, 0], a, U)[1][0] / slope_trace
assert abs(weight / weight_formula - 1) < 1e-6

# Definition on real k (all cell numbers are even, so the sign is +)
table_cells = np.array([10, 20, 40, 80])
real_line = bloch_line(0.0, 512)
P_exact, w_exact = bloch_sums(real_line, 0.0, table_cells)
P_tail = density_tail(table_cells, G00)
w_tail = wannier_tail(table_cells, G00)

# Vertical energy integral through the branch energy
eta = np.linspace(-0.6, 0.6, 481)
G_line, decay = green(E0 + 1j * eta, 20)
assert np.all(np.diff(decay[eta > -1e-12]) > 0)
P_contour = G_line.real.sum() * (eta[1] - eta[0]) / (2 * np.pi)
assert abs(P_contour / P_exact[1] - 1) < 1e-6

# Far tail on a shifted line of complex k
shift = 0.9 * kappa0
far_line = bloch_line(shift, 3000)
check = bloch_sums(far_line, 0.0, [40])
assert abs(check[0][0] * np.exp(-shift * 40 * a) / P_exact[2] - 1) < 1e-6
assert abs(check[1][0] * np.exp(-shift * 40 * a) / w_exact[2] - 1) < 1e-6
far = np.arange(60, 501, 20)
restore = np.exp((kappa0 - shift) * far * a)
P_far, w_far = bloch_sums(far_line, 0.0, far)
power_P = fitted_power(far, P_far * restore, 1.0, 2)
power_w = fitted_power(far, w_far * restore, 0.5, 3)
P_node, w_node = bloch_sums(far_line, node, far)
power_P_node = fitted_power(far, P_node * restore, 1.0, 2)
power_w_node = fitted_power(far, w_node * restore, 0.5, 3)
assert abs(power_P - 0.5) < 0.005 and abs(power_w - 0.75) < 0.005
assert abs(power_P_node - 1.5) < 0.02 and abs(power_w_node - 1.25) < 0.02

z = kappa0 * a * far
ratio_P = P_far / density_tail(far, G00, shift)
ratio_w = w_far / wannier_tail(far, G00, shift)
limit_P = np.polyfit(1 / z, ratio_P, 2)[-1]
fit_w = np.polyfit(z**-0.5, ratio_w, 4)
limit_w, first_correction = fit_w[-1], fit_w[-2]
correction_formula = gamma(0.25) / gamma(-0.25) / np.sqrt(2)
assert abs(limit_P - 1) < 1e-3 and abs(limit_w - 1) < 2e-3
assert abs(first_correction - correction_formula) < 0.03

# Amplitudes at another position in the cell
G_half = G00 * evanescent(a / 2)
P_half, w_half = bloch_sums(far_line, a / 2, far)
half_P = np.polyfit(1 / z, P_half / density_tail(far, G_half, shift), 2)[-1]
half_w = np.polyfit(z**-0.5, w_half / wannier_tail(far, G_half, shift), 4)[-1]
assert abs(half_P - 1) < 2e-3 and abs(half_w - 1) < 3e-3

# No inversion symmetry: maximally localized function by parallel transport
_, _, kappa_s, _ = branch_point(U, S)
count = 512
k = RECIP * np.arange(count) / count
val, vec = np.linalg.eigh(hamiltonian(k, U, S))
c = vec[:, :, 0]
total = c.sum(axis=1)
c = c * (total.conj() / abs(total))[:, None]
velocity = (k[:, None] + RECIP * WAVES) * c
mix = np.einsum("kmn,km->kn", vec[:, :, 1:].conj(), velocity)
mix = mix / (val[:, :1] - val[:, 1:])
change = np.einsum("kmn,kn->km", vec[:, :, 1:], mix)
connection = change.sum(axis=1).imag / abs(total)
harmonic = np.fft.fftfreq(count) * count
spectrum = np.fft.fft(connection)
spectrum[0] = 0
harmonic[0] = 1
angle = np.fft.ifft(spectrum / (1j * harmonic * a)).real
near = np.arange(16, 81, 2)
w_s = (cell_phases(near, count)
       @ (abs(total) * np.exp(1j * angle))).real / count / np.sqrt(a)
power_s = fitted_power(near, w_s * np.exp(kappa_s * near * a), 0.5, 3)
# Few decay lengths are available before rounding, hence the wider tolerance
assert abs(power_s - 0.75) < 0.04


# Pole of the Berry connection at the branch point cancels
def left_right(distance):
    h = hamiltonian(RECIP / 2 + 1j * (kappa_s - distance), U, S)[0]
    pair = []
    for matrix in (h.T, h):
        values, vectors = np.linalg.eig(matrix)
        v = vectors[:, np.argmin(values.real)]
        pair.append(v / v[WAVES == 0])
    return pair


delta = 1e-4 * kappa_s
left, right = left_right(delta)
ahead, behind = left_right(1.01 * delta), left_right(0.99 * delta)
d_left, d_right = ((p - m) / (0.02 * delta) for p, m in zip(ahead, behind))
norm = left @ right
one_sided = abs(4 * delta * (left @ d_right) / norm)
antisymmetric = abs(2 * delta * (left @ d_right - d_left @ right) / norm)
assert abs(one_sided - 1) < 0.05 and antisymmetric < 0.05

# Neglected effects: thermal occupation and an error of the gap
P_zero = green(E0 + 1j * eta, 80)[0].real.sum() * (eta[1] - eta[0]) / (
    2 * np.pi)


def thermal_density(kelvin):
    kt = KB * kelvin
    top = int(0.6 / (2 * np.pi * kt))
    omega = (2 * np.arange(-top, top) + 1) * np.pi * kt
    return kt * green(E0 + 1j * omega, 80)[0].real.sum()


val, vec = np.linalg.eigh(hamiltonian(k, U))
filling = expit(-(val - E0) / (KB * 1000))
direct = np.sum(filling * abs(vec.sum(axis=1))**2, axis=1) / a
direct = (cell_phases([80], count) @ direct).real[0] / count
assert abs(thermal_density(1000) / direct - 1) < 1e-4
thermal_300 = abs(thermal_density(300) / P_zero - 1)
thermal_1000 = thermal_density(1000) / P_zero - 1
kappa_low = branch_point(0.8 * U)[2]
kappa_high = branch_point(1.2 * U)[2]
reach = 50 / BOHR

print(f"period a = {a * BOHR:.2f} angstrom")
print(f"potential coefficient U = {U * HARTREE:.2f} eV")
print(f"lower gap edge = {edges[0] * HARTREE:.4f} eV")
print(f"upper gap edge = {edges[1] * HARTREE:.4f} eV")
print(f"gap = {(edges[1] - edges[0]) * HARTREE:.4f} eV")
print(f"branch energy E0 = {E0 * HARTREE:.4f} eV")
print(f"E0 minus midgap = {(E0 - edges.mean()) * HARTREE:.4f} eV")
print(f"kappa0 = {kappa0 / BOHR:.5f} 1/angstrom = {kappa0:.5f} 1/bohr")
print(f"two-wave estimate of kappa0 = {two_wave_kappa / BOHR:.5f} 1/angstrom")
print(f"decay length 1/kappa0 = {BOHR / kappa0:.2f} angstrom")
print(f"kappa0*a = {kappa0 * a:.5f} (no unit)")
print(f"curvature B = {B / HARTREE**2 / BOHR:.5f} 1/(eV^2 angstrom)")
print(f"G(0,0;E0) = {G00 / HARTREE / BOHR:.5f} 1/(eV angstrom)")
print(f"node of evanescent state = {node * BOHR:.4f} angstrom")
print(f"|psi_k(0)|^2 at k=0.3*2pi/a: diagonalization {weight / BOHR:.6f},"
      f" formula {weight_formula / BOHR:.6f} 1/angstrom")
print("P(Na,0) in 1/angstrom: N, x in angstrom, Bloch sum, tail, ratio")
for n, p, t in zip(table_cells, P_exact, P_tail):
    print(f"  {n:3d} {n * a * BOHR:6.1f} {p / BOHR:.5e} {t / BOHR:.5e}"
          f" {p / t:.4f}")
print("w(Na) in angstrom^-1/2: N, x in angstrom, Bloch sum, tail, ratio")
for n, p, t in zip(table_cells, w_exact, w_tail):
    print(f"  {n:3d} {n * a * BOHR:6.1f} {p / BOHR**0.5:.5e}"
          f" {t / BOHR**0.5:.5e} {p / t:.4f}")
print(f"P(20a,0) from energy integral = {P_contour / BOHR:.5e} 1/angstrom")
print(f"ratio to tail at N=500: P {ratio_P[-1]:.5f}, w {ratio_w[-1]:.5f}")
print(f"ratio extrapolated to infinite N: P {limit_P:.5f}, w {limit_w:.5f}")
print(f"same at x=a/2 in the cell: P {half_P:.5f}, w {half_w:.5f}")
print(f"fitted power, N=60 to 500: P {power_P:.4f}, w {power_w:.4f}")
print(f"fitted power at the node: P {power_P_node:.4f},"
      f" w {power_w_node:.4f}")
print(f"w correction times sqrt(kappa0 x): fit {first_correction:.4f},"
      f" two-wave formula {correction_formula:.4f}")
print(f"no inversion: added coefficient S = {S * HARTREE:.2f} eV")
print(f"no inversion: kappa0 = {kappa_s / BOHR:.5f} 1/angstrom")
print(f"no inversion: fitted Wannier power, N=16 to 80 = {power_s:.3f}")
print(f"Berry pole test at t=1e-4 kappa0: one-sided {one_sided:.4f},"
      f" antisymmetric {antisymmetric:.4f}")
print(f"kappa0 for 0.8 U = {kappa_low / BOHR:.5f} 1/angstrom")
print(f"kappa0 for 1.2 U = {kappa_high / BOHR:.5f} 1/angstrom")
print(f"exponential factor at 50 angstrom relative to U: 0.8 U"
      f" {np.exp((kappa0 - kappa_low) * reach):.3f}, 1.2 U"
      f" {np.exp((kappa0 - kappa_high) * reach):.3f}")
print(f"size of relative change of P(80a,0) at 300 K = {thermal_300:.1e}")
print(f"relative change of P(80a,0) at 1000 K = {thermal_1000:.4f}")
print("ALL CHECKS PASSED")
```

Output:

```
period a = 2.50 angstrom
potential coefficient U = 0.75 eV
lower gap edge = 5.2550 eV
upper gap edge = 6.7546 eV
gap = 1.4996 eV
branch energy E0 = 5.9815 eV
E0 minus midgap = -0.0233 eV
kappa0 = 0.07827 1/angstrom = 0.04142 1/bohr
two-wave estimate of kappa0 = 0.07832 1/angstrom
decay length 1/kappa0 = 12.78 angstrom
kappa0*a = 0.19567 (no unit)
curvature B = 0.13921 1/(eV^2 angstrom)
G(0,0;E0) = 0.10749 1/(eV angstrom)
node of evanescent state = 1.8874 angstrom
|psi_k(0)|^2 at k=0.3*2pi/a: diagonalization 0.479031, formula 0.479031 1/angstrom
P(Na,0) in 1/angstrom: N, x in angstrom, Bloch sum, tail, ratio
   10   25.0 3.07995e-03 3.24861e-03 0.9481
   20   50.0 3.15376e-04 3.24639e-04 0.9715
   40  100.0 4.51565e-06 4.58482e-06 0.9849
   80  200.0 1.28318e-09 1.29325e-09 0.9922
w(Na) in angstrom^-1/2: N, x in angstrom, Bloch sum, tail, ratio
   10   25.0 1.71749e-03 2.48808e-03 0.6903
   20   50.0 1.60271e-04 2.09079e-04 0.7666
   40  100.0 2.05532e-06 2.48299e-06 0.8278
   80  200.0 5.15197e-10 5.88946e-10 0.8748
P(20a,0) from energy integral = 3.15376e-04 1/angstrom
ratio to tail at N=500: P 0.99872, w 0.94810
ratio extrapolated to infinite N: P 1.00000, w 1.00000
same at x=a/2 in the cell: P 1.00001, w 1.00001
fitted power, N=60 to 500: P 0.5000, w 0.7501
fitted power at the node: P 1.5000, w 1.2499
w correction times sqrt(kappa0 x): fit -0.5235, two-wave formula -0.5230
no inversion: added coefficient S = 1.50 eV
no inversion: kappa0 = 0.07865 1/angstrom
no inversion: fitted Wannier power, N=16 to 80 = 0.752
Berry pole test at t=1e-4 kappa0: one-sided 1.0001, antisymmetric 0.0000
kappa0 for 0.8 U = 0.06263 1/angstrom
kappa0 for 1.2 U = 0.09389 1/angstrom
exponential factor at 50 angstrom relative to U: 0.8 U 2.186, 1.2 U 0.458
size of relative change of P(80a,0) at 300 K = 8.1e-08
relative change of P(80a,0) at 1000 K = -0.1982
ALL CHECKS PASSED
```
